# Spin-orbit torque fields from the second-harmonic anomalous Hall voltage: test program

```python
"""Second-harmonic Hall measurement of spin-orbit torque fields.

Result under test, for current I0*sin(wt) and Hall voltage I*R_A*m_z:
    torque field = -2 * (dV2/dB) / (d^2 V1/dB^2)   at small in-plane field B
V1: coefficient of sin(wt); V2: coefficient of cos(2wt); x: current axis;
y: Hall voltage axis; z: easy axis; s = +1 or -1: up or down state.
B_K: anisotropy field; B_D, B_F: peak damping-like and field-like fields,
entering as (I/I0) * (B_D * y cross m + B_F * y).
The data come from the full torque balance, solved at each current phase.
"""
import math
import numpy as np
from scipy.constants import physical_constants

I0 = 1.0e-3      # A, peak current
R_A = 1.0        # ohm
B_K = 0.5        # T
B_D = 2.0e-3     # T
B_F = -1.0e-3    # T
PHASE = 2 * np.pi * np.arange(64) / 64


def equilibrium(bx, by, s, drive, b_d, b_f):
    """Unit vector m parallel to the total field, by self-consistent iteration."""
    shape = np.broadcast(bx, by, drive).shape
    mx, my, mz = np.zeros(shape), np.zeros(shape), np.full(shape, float(s))
    for _ in range(100):
        fx = bx + drive * b_d * mz
        fy = by + drive * b_f
        fz = B_K * mz - drive * b_d * mx
        size = np.sqrt(fx**2 + fy**2 + fz**2)
        mx, my, mz = fx / size, fy / size, fz / size
    return mx, my, mz


def harmonics(field, axis, s, b_d=B_D, b_f=B_F, xi=0.0, r_th=0.0,
              cosine=False, current=1.0):
    """V1 and V2 for an array of fields; current is in units of I0."""
    field = np.atleast_1d(np.asarray(field, dtype=float))[:, None]
    wave = np.cos(PHASE) if cosine else np.sin(PHASE)
    drive = current * wave[None, :]
    bx, by = (field, 0.0) if axis == "x" else (0.0, field)
    mx, my, mz = equilibrium(bx, by, s, drive, b_d, b_f)
    volt = I0 * drive * R_A * (mz + 2 * xi * mx * my)
    volt = volt + r_th * I0 * drive**2 * mx
    return (2 * np.mean(volt * wave, axis=1),
            2 * np.mean(volt * np.cos(2 * PHASE), axis=1))


def extract(window, axis, s, **options):
    """Slope of V2, curvature of V1 and the torque field from fits."""
    u = np.linspace(-1, 1, 21)
    v1, v2 = harmonics(window * u, axis, s, **options)
    slope = np.polyfit(u, v2, 1)[0] / window
    curvature = 2 * np.polyfit(u, v1, 2)[0] / window**2
    return slope, curvature, -2 * slope / curvature


print(f"peak current I0 = {I0*1e3:.1f} mA")
print(f"anomalous Hall resistance R_A = {R_A:.1f} ohm")
print(f"anisotropy field B_K = {B_K*1e3:.0f} mT")
print(f"input B_D = {B_D*1e3:.1f} mT, input B_F = {B_F*1e3:.1f} mT")

# Harmonics at one field, against the closed expressions
B_test = 0.05
h = B_test / B_K
for s in (1, -1):
    v1, v2 = harmonics(B_test, "x", s)
    w1, w2 = harmonics(B_test, "y", s)
    assert abs(v1[0] / (s * I0 * R_A * math.sqrt(1 - h*h)) - 1) < 1e-4
    assert abs(v2[0] / (0.5*I0*R_A*h*B_D / (B_K*(1 - h*h))) - 1) < 1e-3
    assert abs(w2[0] / (s*0.5*I0*R_A*h*B_F
                        / (B_K*math.sqrt(1 - h*h))) - 1) < 1e-3
    print(f"s={s:+d}, B=50 mT: V1(x sweep) = {v1[0]*1e3:.5f} mV, "
          f"V2(x) = {v2[0]*1e6:.4f} uV, V2(y) = {w2[0]*1e6:.4f} uV")

# Recovery of both torque fields in both magnetization states
for window, tolerance in ((0.05, 1e-2), (0.005, 2e-4)):
    for s in (1, -1):
        for axis, true in (("x", s * B_D), ("y", B_F)):
            slope, curv, found = extract(window, axis, s)
            assert abs(found / true - 1) < tolerance
            print(f"window {window*1e3:.0f} mT, s={s:+d}, {axis} sweep: "
                  f"dV2/dB = {slope*1e6:.4f} uV/T, "
                  f"d2V1/dB2 = {curv*1e3:.4f} mV/T^2, "
                  f"field = {found*1e3:.4f} mT")
            if window < 0.01:
                assert abs(curv / (-s * I0 * R_A / B_K**2) - 1) < 1e-3

# A torque field normal to the tilt plane gives no second harmonic
reference = abs(harmonics(B_test, "x", 1)[1][0])
only_f = abs(harmonics(B_test, "x", 1, b_d=0.0)[1][0]) / reference
only_d = abs(harmonics(B_test, "y", 1, b_f=0.0)[1][0]) / reference
assert only_f < 1e-6 and only_d < 1e-6
print(f"leakage below 1e-6 of V2(x): {only_f < 1e-6 and only_d < 1e-6}")

# Local ratio at a large field, in the limit of weak torque fields
B_big, step, weak = 0.3, 1e-4, 0.01
mz_big = math.sqrt(1 - (B_big / B_K)**2)
for s in (1, -1):
    for axis, true, factor in (("x", s*B_D, 1/mz_big), ("y", B_F, 1.0)):
        v1, v2 = harmonics([B_big - step, B_big, B_big + step], axis, s,
                           b_d=weak * B_D, b_f=weak * B_F)
        local = -2 * v2[1] / ((v1[2] - v1[0]) / (2 * step))
        assert abs(local / (weak * true) / factor - 1) < 1e-4
        if s == 1:
            print(f"B = {B_big*1e3:.0f} mT, {axis} sweep: "
                  f"local ratio / true field = {local/(weak*true):.4f}")
print(f"|m_z| at {B_big*1e3:.0f} mT = {mz_big:.4f}")

# Cosine current reverses V2; halving the current divides V2 by four
v2_sin = harmonics(B_test, "x", 1)[1][0]
v2_cos = harmonics(B_test, "x", 1, cosine=True)[1][0]
v2_half = harmonics(B_test, "x", 1, current=0.5)[1][0]
assert abs(v2_cos / v2_sin + 1) < 1e-3
assert abs(v2_sin / v2_half - 4) < 1e-3
print(f"V2(cosine current)/V2(sine current) = {v2_cos/v2_sin:.4f}")
print(f"V2(I0)/V2(I0/2) = {v2_sin/v2_half:.4f}")

# Error from torque fields ten times stronger
strong = extract(0.005, "x", 1, b_d=10 * B_D, b_f=10 * B_F)[2]
strong_error = strong / (10 * B_D) - 1
assert abs(strong_error) < 1e-2
print(f"torque fields x10: relative error of B_D = {100*strong_error:.3f} %")

# Shifts from planar Hall and thermal voltages
xi, r_th = 0.05, 1.0e-4
print(f"planar Hall ratio xi = {xi:.2f}, thermal r = {r_th*1e3:.1f} mohm")
for s in (1, -1):
    for axis, planar, thermal in (("x", -2*s*xi*B_F, -s*r_th*B_K/R_A),
                                  ("y", -2*xi*B_D, 0.0)):
        clean = extract(0.005, axis, s)[2]
        dp = extract(0.005, axis, s, xi=xi)[2] - clean
        dt = extract(0.005, axis, s, r_th=r_th)[2] - clean
        assert abs(dp - planar) < 2e-3 * abs(planar)
        assert abs(dt - thermal) < 2e-3 * r_th * B_K / R_A
        print(f"s={s:+d}, {axis} sweep: planar shift = {dp*1e3:+.4f} mT, "
              f"thermal shift = {dt*1e3 + 0.0:+.4f} mT")

# Time integration of the Landau-Lifshitz-Gilbert equation
GAMMA = physical_constants["electron gyromag. ratio"][0]
DAMPING, FREQ, STEPS = 0.1, 20e6, 12500


def velocity(m, drive):
    x, y, z = m
    fx = B_test + drive * B_D * z
    fy = drive * B_F
    fz = B_K * z - drive * B_D * x
    cx, cy, cz = y*fz - z*fy, z*fx - x*fz, x*fy - y*fx
    pre = -GAMMA / (1 + DAMPING**2)
    return (pre * (cx + DAMPING * (y*cz - z*cy)),
            pre * (cy + DAMPING * (z*cx - x*cz)),
            pre * (cz + DAMPING * (x*cy - y*cx)))


def moved(m, k, dt):
    return tuple(a + dt * b for a, b in zip(m, k))


start = equilibrium(np.array([B_test]), 0.0, 1, 0.0, B_D, B_F)
m = tuple(float(c[0]) for c in start)
dt = 1 / (FREQ * STEPS)
in_phase = quadrature = 0.0
for n in range(STEPS):
    angle = 2 * math.pi * n / STEPS
    d0 = math.sin(angle)
    d1 = math.sin(angle + math.pi / STEPS)
    d2 = math.sin(angle + 2 * math.pi / STEPS)
    volt = I0 * R_A * d0 * m[2]
    in_phase += 2 * volt * math.cos(2 * angle) / STEPS
    quadrature += 2 * volt * math.sin(2 * angle) / STEPS
    k1 = velocity(m, d0)
    k2 = velocity(moved(m, k1, dt / 2), d1)
    k3 = velocity(moved(m, k2, dt / 2), d1)
    k4 = velocity(moved(m, k3, dt), d2)
    m = tuple(a + dt * (p + 2*q + 2*r + t) / 6
              for a, p, q, r, t in zip(m, k1, k2, k3, k4))
    norm = math.sqrt(sum(a * a for a in m))
    m = tuple(a / norm for a in m)
assert abs(in_phase / v2_sin - 1) < 5e-3
assert abs(quadrature / v2_sin) < 5e-3
print(f"LLG run: frequency = {FREQ/1e6:.0f} MHz, damping = {DAMPING:.1f}")
print(f"LLG V2 at B = 50 mT (x) = {in_phase*1e6:.4f} uV")
print(f"LLG sin(2wt) part / V2 = {quadrature/in_phase:.1e}")

print("no test failed")
```

Running it gives:

```
peak current I0 = 1.0 mA
anomalous Hall resistance R_A = 1.0 ohm
anisotropy field B_K = 500 mT
input B_D = 2.0 mT, input B_F = -1.0 mT
s=+1, B=50 mT: V1(x sweep) = 0.99498 mV, V2(x) = 0.2020 uV, V2(y) = -0.1005 uV
s=-1, B=50 mT: V1(x sweep) = -0.99498 mV, V2(x) = 0.2020 uV, V2(y) = 0.1005 uV
window 50 mT, s=+1, x sweep: dV2/dB = 4.0267 uV/T, d2V1/dB2 = -4.0096 mV/T^2, field = 2.0085 mT
window 50 mT, s=+1, y sweep: dV2/dB = -2.0067 uV/T, d2V1/dB2 = -4.0095 mV/T^2, field = -1.0010 mT
window 50 mT, s=-1, x sweep: dV2/dB = 4.0267 uV/T, d2V1/dB2 = 4.0096 mV/T^2, field = -2.0085 mT
window 50 mT, s=-1, y sweep: dV2/dB = 2.0067 uV/T, d2V1/dB2 = 4.0095 mV/T^2, field = -1.0010 mT
window 5 mT, s=+1, x sweep: dV2/dB = 4.0004 uV/T, d2V1/dB2 = -4.0003 mV/T^2, field = 2.0000 mT
window 5 mT, s=+1, y sweep: dV2/dB = -2.0001 uV/T, d2V1/dB2 = -4.0002 mV/T^2, field = -1.0000 mT
window 5 mT, s=-1, x sweep: dV2/dB = 4.0004 uV/T, d2V1/dB2 = 4.0003 mV/T^2, field = -2.0000 mT
window 5 mT, s=-1, y sweep: dV2/dB = 2.0001 uV/T, d2V1/dB2 = 4.0002 mV/T^2, field = -1.0000 mT
leakage below 1e-6 of V2(x): True
B = 300 mT, x sweep: local ratio / true field = 1.2500
B = 300 mT, y sweep: local ratio / true field = 1.0000
|m_z| at 300 mT = 0.8000
V2(cosine current)/V2(sine current) = -1.0000
V2(I0)/V2(I0/2) = 4.0001
torque fields x10: relative error of B_D = -0.192 %
planar Hall ratio xi = 0.05, thermal r = 0.1 mohm
s=+1, x sweep: planar shift = +0.1000 mT, thermal shift = -0.0500 mT
s=+1, y sweep: planar shift = -0.2000 mT, thermal shift = -0.0000 mT
s=-1, x sweep: planar shift = -0.1000 mT, thermal shift = +0.0500 mT
s=-1, y sweep: planar shift = -0.2000 mT, thermal shift = -0.0000 mT
LLG run: frequency = 20 MHz, damping = 0.1
LLG V2 at B = 50 mT (x) = 0.2020 uV
LLG sin(2wt) part / V2 = 8.6e-04
no test failed
```
